# Why Charged and Short-Range Disorder Give Graphene Different Conductivity Laws

If conductivity is read as carrier density times a fixed mobility, doubling the density must double the conductivity whatever the disorder. In graphene this reading fails. With weak short-range scatterers the added carriers bring no added conductivity; with charged impurities in the plane of the sheet the conductivity does double. Counting carriers cannot tell the two cases apart. The difference lies in how the scattering matrix element changes with the Fermi wavevector $k_F$.

## The model and its conductivity

Take electrons with $H=v\,\boldsymbol\sigma\cdot\mathbf k$, energies $\pm vk$ and fourfold spin and valley degeneracy, doped into the upper band at zero temperature. I use Hartree atomic units, $\hbar=e=1$, and quote conductivities in $e^2/h$, which equals $1/(2\pi)$ in these units. Filling a disc of radius $k_F$ gives

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad D=\frac{dn}{d(vk_F)}=\frac{2k_F}{\pi v}.$$

The scatterers are static, randomly placed without correlation, equal on both sublattices, and do not mix valleys. The Boltzmann equation requires a mean free path $\ell=v\tau$ with $k_F\ell\gg1$.

A field $\mathcal E$ along $x$ drives electrons of charge $-1$. Write the change of occupation as $\delta f=A\cos\theta\,\delta(\varepsilon-E_F)$. Elastic, isotropic scattering relaxes this shape at one rate $1/\tau$, because the part odd in the scattering angle integrates to zero. The steady state requires

$$-\mathcal E v\cos\theta\,\frac{\partial f_0}{\partial\varepsilon}=-\frac{\delta f}{\tau}.$$

Since $-\partial f_0/\partial\varepsilon=\delta(\varepsilon-E_F)$, this gives $A=-\mathcal E v\tau$. The current is the sum of $-v\cos\theta\,\delta f$ over states, and $\cos^2\theta$ averages to $1/2$, so

$$\sigma=\tfrac12v^2D\tau=\frac{vk_F\tau}{\pi}=\frac{e^2}{h}\,2vk_F\tau .$$

## The scattering rate

Let $V(q)=\int d^2r\,V(r)e^{-i\mathbf q\cdot\mathbf r}$ belong to one scatterer, and let $n_i$ be the density of scatterers. Random positions remove interference between different scatterers, so their rates add. In the golden rule (Born approximation) three angular facts enter:

- Elastic scattering through $\theta$ transfers $q=2k_F\sin(\theta/2)$.
- The spinors $(1,e^{i\theta})/\sqrt2$ have squared overlap $(1+\cos\theta)/2$.
- Relaxing a current carries the weight $1-\cos\theta$.

The last two multiply to $\sin^2\theta/2$. The energy delta function gives $\int k'dk'\,\delta(vk'-vk_F)=k_F/v$. Hence

$$\frac1\tau=2\pi n_i\,\frac{1}{(2\pi)^2}\,\frac{k_F}{v}\int_0^{2\pi}\!d\theta\,\frac{\sin^2\theta}{2}|V|^2=\frac{n_ik_F}{4v}\langle V^2\rangle,$$

$$\langle V^2\rangle=\frac1\pi\int_0^{2\pi}\!d\theta\,\sin^2\theta\,\left|V\!\left(2k_F\sin\tfrac\theta2\right)\right|^2 .$$

The weight $\sin^2\theta/\pi$ integrates to one, so this is an average. Inserting $\tau$ into $\sigma$ gives

$$\sigma=\frac{e^2}{h}\,\frac{8v^2}{n_i\langle V^2\rangle}.$$

The factor $k_F$ in the conductivity has cancelled the $k_F$ that counts final states. A larger Fermi circle carries more current, but it also offers each electron more states to scatter into. The velocity is constant, so the density can enter only through $\langle V^2\rangle$. If $V\propto k_F^{-p}$ at fixed angle, then $\sigma\propto k_F^{2p}\propto n^p$.

The constant velocity matters. In a parabolic band $v^2=k_F^2/m^2\propto n$, and even a constant matrix element gives $\sigma\propto n$.

## Weak short-range disorder: $p=0$

For a potential of range $R\ll1/k_F$, the phase $e^{-i\mathbf q\cdot\mathbf r}$ is nearly one wherever the potential acts. Then $V(q)=V_0$, the integrated strength, and with scatterer density $n_s$

$$\sigma_s=\frac{e^2}{h}\,\frac{8v^2}{n_sV_0^2}.$$

Here $\tau\propto1/k_F$: each electron scatters faster as the density grows.

## Charged impurities: $p=1$

A unit charge in the plane, in surroundings of dielectric constant $\kappa$, has potential energy of magnitude $1/(\kappa r)$. With a damping factor $e^{-\eta r}$, the radial integral gives

$$\int_0^{2\pi}\!\frac{d\phi}{\eta+iq\cos\phi}=\int_0^{2\pi}\!\frac{\eta\,d\phi}{\eta^2+q^2\cos^2\phi}=\frac{2\pi}{\sqrt{\eta^2+q^2}}\to\frac{2\pi}{q}.$$

The imaginary part cancels between $\phi$ and $\pi-\phi$, and the real part follows from $t=\tan\phi$. The bare matrix element is thus $2\pi/(\kappa q)$, already proportional to $1/k_F$ at fixed angle. Screening does not create the linear law; the question is whether it preserves it.

In mean-field linear response, a total potential $V$ changes the electron density by $-\Pi V$. Self-consistency gives $V=V_{\rm bare}-(2\pi/\kappa q)\Pi V$, or

$$V(q)=\frac{2\pi/\kappa}{q+2\pi\Pi(q)/\kappa}.$$

With $\mathbf k'=\mathbf k+\mathbf q$, $c$ the cosine of the angle between $\mathbf k$ and $\mathbf k'$, and band signs $s,s'$, perturbation theory gives

$$\Pi=4\sum_{ss'}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1+ss'c}{2}\,\frac{f_{s\mathbf k}-f_{s'\mathbf k'}}{s'vk'-svk}.$$

**Neutral part.** With the lower band full, the two interband terms are equal and sum to $(1-c)/[v(k+k')]$. Use elliptic coordinates $k+k'=q\cosh\mu$, $k-k'=q\cos\nu$, whose area element is $kk'\,d\mu\,d\nu$. The cosine rule gives $1-c=q^2\sin^2\nu/(2kk')$. Then

$$\Pi_0=\frac{1}{\pi^2v}\,\frac q2\int_0^{2\pi}\!\sin^2\nu\,d\nu\int_0^\infty\!\frac{d\mu}{\cosh\mu}=\frac{q}{2\pi^2v}\cdot\pi\cdot\frac\pi2=\frac{q}{4v}.$$

**Carrier part.** $\Pi$ is linear in the occupations, so the added electrons contribute separately. Their terms in $f_{\mathbf k}$ and $f_{\mathbf k'}$ are equal after relabelling, which doubles the prefactor to 8. For an electron at $k<k_F$ the sum over $s'$ is

$$\frac1{2v}\left[\frac{1+c}{k'-k}-\frac{1-c}{k'+k}\right]=\frac{k+ck'}{v(k'^2-k^2)}=\frac{2k+q\cos\phi}{vq(q+2k\cos\phi)},$$

using $ck'=k+q\cos\phi$ and $k'^2-k^2=q^2+2kq\cos\phi$, where $\phi$ is the angle between $\mathbf k$ and $\mathbf q$. Splitting the numerator turns this into

$$\frac1v\left[\frac1{2k}+\frac{4k^2-q^2}{2kq\,(q+2k\cos\phi)}\right].$$

The substitution $t=\tan(\phi/2)$ shows that the principal-value integral of $1/(q+2k\cos\phi)$ over a full turn is $2\pi/\sqrt{q^2-4k^2}$ for $2k<q$ and zero for $2k>q$. For $q\le2k_F$ this leaves

$$\Pi_c=\frac4{\pi v}\left[\frac{k_F}2-\frac1{2q}\int_0^{q/2}\!\sqrt{q^2-4k^2}\,dk\right]=\frac{2k_F}{\pi v}-\frac q{4v},$$

because the integral is a quarter of an ellipse, of area $\pi q^2/8$.

The terms in $q$ cancel, and $\Pi_0+\Pi_c=D$ for every $q\le2k_F$, the whole range that elastic scattering reaches. A direct integration over transitions confirms this, and finds $\Pi/D=1.26$ at $q=3k_F$, where the constancy has ended.

With $\alpha=1/(\kappa v)$, the screening wavevector is $q_{TF}=2\pi D/\kappa=4\alpha k_F$. It grows in step with $k_F$. Writing $x=\sin(\theta/2)$,

$$V=\frac{2\pi\alpha v}{2k_Fx+4\alpha k_F}=\frac{\pi\alpha v}{k_F}\,\frac1{x+2\alpha}.$$

Thus $p=1$. For the prefactor, use $\sin^2\theta=4x^2(1-x^2)$ and $d\theta=2\,dx/\sqrt{1-x^2}$, and count the two halves of the circle:

$$\langle V^2\rangle=\frac{16\pi\alpha^2v^2}{k_F^2}I,\qquad I=\int_0^1\!\frac{x^2\sqrt{1-x^2}}{(x+2\alpha)^2}\,dx .$$

Since $k_F^2=\pi n$,

$$\sigma_C=\frac{e^2}{h}\,C\,\frac n{n_i},\qquad C=\frac1{2\alpha^2I}.$$

Now $\tau\propto k_F$: the transferred wavevector and the screening wavevector both grow with $k_F$, and both weaken the matrix element. When $2\alpha>1$, as in the numbers below, the screening term $2\alpha$ exceeds $x\le1$ at every angle, so the stronger screening is the larger cause.

## Numbers

Take round parameters $v=0.45$ and $\kappa=2.5$, so $\alpha=0.889$. Let there be $10^{-5}\,a_0^{-2}$ charged impurities, or $10^{-3}\,a_0^{-2}$ short-range scatterers with $V_0=2\,E_ha_0^2$. Then $I=0.0332$, and

$$C=\frac1{2(0.889)^2(0.0332)}\approx19,\qquad\sigma_s=\frac{8(0.45)^2}{10^{-3}\cdot2^2}=405\ \frac{e^2}h .$$

Raise $n$ eightfold, from $10^{-5}$ to $8\times10^{-5}\,a_0^{-2}$ ($3.6\times10^{11}$ to $2.9\times10^{12}$ cm$^{-2}$). The Coulomb matrix element at $90^\circ$ falls from 90.2 to 31.9 $E_ha_0^2$, a factor $\sqrt8$. Its square falls eightfold, and $\sigma_C$ rises from 19 to 152 $e^2/h$ (0.74 to 5.9 mS). Meanwhile $\sigma_s$ stays at 405 $e^2/h$ (15.7 mS).

If both kinds are present and uncorrelated, their rates add, and so do their resistivities. Take $V_0$ here as the net strength an electron feels, with no further screening applied to it. At the highest density

$$\sigma=\left(\frac1{152.4}+\frac1{405}\right)^{-1}\approx111\ \frac{e^2}h,$$

against 18.2 at the lowest. The rise is about sixfold instead of eightfold: the curve bends down towards the short-range value. How much it bends depends on that value. If $V_0=2\,E_ha_0^2$ is instead a bare strength, screened by the carriers as the charges are (next section), the combined conductivity rises from 19.0 to 148 $e^2/h$, a factor 7.8.

## What the linear law depends on

For a charge in the plane, the screened potential contains no length except $1/k_F$. A charge at distance $d$ from the sheet adds one: $V$ gains a factor $e^{-qd}$, and for $d=10\,a_0$ the eightfold density raises $\sigma_C$ about tenfold. Suppose instead that the screening wavevector were fixed at $q_s\gg2k_F$. Then $V\approx2\pi/(\kappa q_s)$, a constant, and the charge would act as a short-range scatterer. For $q_s=0.2\,a_0^{-1}$ the numerical exponent $d\ln\sigma/d\ln n$ is 0.04, taken, like the exponents below, between $n=10^{-5}$ and $2\times10^{-5}\,a_0^{-2}$. Conversely, screening a short-range potential divides $V_0$ by $1+q_{TF}/q=1+2\alpha/x$. This changes the size of $\sigma_s$, at $\alpha=0.889$ from 405 to about 5200 $e^2/h$, but not its exponent, since $k_F$ is absent.

The value $C\approx19$ is a Born result at $\alpha$ near one, and it is blind to the sign of the charge. Exact phase shifts for the same linearly screened potential give $C\approx28$ for a repulsive charge and $C\approx8$ for an attractive one, so the Born value fixes only the order of magnitude. The linear law is less fragile. Within linear screening $\Pi/D$ depends on $q/k_F$ alone, so the potential has the form $V(r)=vk_F\,G(k_Fr)$. Measuring lengths in $1/k_F$ and energies in $vk_F$ removes $k_F$ from the scattering problem, provided no short-distance cutoff is needed. Close to the charge $\Pi\to q/(4v)$, so $r|V|/v\to\alpha/(1+\pi\alpha/2)$, and this coupling must stay below $1/2$; here it is 0.37. The transport cross-section $\Lambda$, a length in two dimensions, is then a number times $1/k_F$. With $1/\tau=n_iv\Lambda$,

$$\sigma=\frac{e^2}h\,\frac{2k_F}{n_i\Lambda}\propto\frac n{n_i}.$$

This is exact for a point charge in the continuum. A real charge has a core of lattice size $r_c$, and its effect dies only slowly, roughly as $(k_Fr_c)^{2\gamma}$ with $2\gamma=2\sqrt{1/4-0.37^2}\approx0.67$. If the potential is flattened inside $r_c=3\,a_0$, the eightfold density raises the exact conductivity by a factor 8.5 for a repulsive charge and 9.4 for an attractive one. Over this range $C$ moves to 29–31 and 9–11.

The semiclassical condition remains. From $\sigma=(e^2/h)\,2k_F\ell$, the lowest density has $k_F\ell\approx9.5$ for charged impurities; the line cannot be continued to $n=0$. The carrier density must also be uniform, which requires $n$ well above $n_i$. At the lowest density $n=n_i$, and the random screened potential of the charges has a root-mean-square value of about $0.6$ to $0.8\,E_F$ for charges $10$ to $3\,a_0$ from the sheet, against about $0.2\,E_F$ at the highest density. The low end of the example is therefore already near the regime where the density breaks into puddles, and there the formula is only a guide.

## Short-range disorder beyond the Born approximation

An unscreened disc of height $U$ and radius $R$ can be solved beyond the Born approximation. Channel $m$ has spinor components of angular momentum $m$ and $m+1$, and a phase shift $\delta_m$. The scattered intensity is $(2/\pi k)|\sum_ma_me^{im\theta}|^2$ with $a_m=(e^{2i\delta_m}-1)/2i$. Weighting it with $1-\cos\theta$ gives

$$\Lambda=\frac2k\sum_m|a_m-a_{m+1}|^2=\frac2k\sum_m\sin^2(\delta_m-\delta_{m+1}).$$

For $kR\ll1$, away from the narrow resonances of higher channels (the first lies near $J_1(UR/v)=0$), the channels $m=0$ and $m=-1$ dominate, since each has one component that does not vanish at the centre. Their matching conditions coincide, so they share a phase shift $\delta$. Two differences survive, $\Lambda=(4/k)\sin^2\delta$, and at $k=k_F$

$$\sigma=\frac{e^2}h\,\frac{\pi n}{2n_s\sin^2\delta}.$$

Inside a repulsive disc with $U>E$ the wavenumber is $p=U/v-k$. Matching the ratio of the components at $R$ gives, with Bessel functions $J$ and $Y$ and $\rho=J_0(pR)/J_1(pR)$,

$$\tan\delta=\frac{J_0(kR)+\rho J_1(kR)}{Y_0(kR)+\rho Y_1(kR)}\approx\frac{(\pi/2)\,(1+\rho kR/2)}{\ln(kR)+\text{const}-\rho/(kR)} .$$

The last form uses the small-argument limits $J_0\approx1$, $J_1\approx kR/2$, $Y_0\approx(2/\pi)[\ln(kR)+\text{const}]$ with $\text{const}\approx-0.12$, and $Y_1\approx-2/(\pi kR)$.

For a weak disc, $pR\ll1$, we have $\rho\approx2/(pR)$. The last term of the denominator, $-2/(pkR^2)$, dominates, and the numerator factor is $1+k/p=U/(vp)$, so $p$ cancels. Then $\delta\approx-\pi kR^2U/(4v)=-kV_0/(4v)$, with $V_0=\pi R^2U$. The factor $n$ cancels and $\sigma_s$ returns.

A strong disc away from resonance has $\rho$ of order one. As $kR\to0$ the last term still dominates, $\delta\approx-\pi kR/(2\rho)$, and $n$ cancels again, though the size of $\sigma$ is no longer the Born value. For $UR/v=1.5$ and $R=5\,a_0$ the exponent is 0.11, and 0.05 at ten times lower density.

At a resonance, $J_0(UR/v)=0$. Since $J_0'=-J_1$, now $\rho\approx kR$, the last term is a constant, and $\delta$ varies only logarithmically. The factor $n$ survives, and $\sigma$ is nearly linear in $n$.

The numbers that follow belong to the single-valley continuum model; on the real lattice a disc of the radius used covers only a few atoms of each sublattice and would also mix valleys. For $R=5\,a_0$ and $V_0=2\,E_ha_0^2$, the phase shifts give a conductivity 1.6% above the Born value at the lowest density, and an exponent of 0.016. For a disc ten times weaker the excess is 0.4%. At the first resonance the exponent is 0.80; it lies below one because $\sin^2\delta$ grows slowly with $k_F$. This exponent does not depend on $n_s$, but it has meaning only where $k_F\ell=\pi n/(4n_s\sin^2\delta)\gg1$. At the lowest density the formula above gives $\sin^2\delta\approx0.1$, so $n_s=10^{-3}\,a_0^{-2}$ would give $k_F\ell\approx0.08$. Resonant discs must be far more dilute than that for the Boltzmann result to apply. A nearly linear conductivity therefore does not by itself prove that the scatterers are charged.

The numerical check also solves the Boltzmann equation on the Fermi circle without assuming a relaxation time, and it reproduces both conductivity formulas.

## Numbers as computed

```
velocity v = 0.45 a.u., kappa = 2.5, alpha = 0.8889
charged impurities n_i = 1.0e-05 a0^-2
short-range scatterers n_s = 1.0e-03 a0^-2
short-range strength V0 = 2.0 Eh a0^2, radius = 5.0 a0
disc height = 0.02546 Eh, height*R/v = 0.283
integral I = 0.03322, coefficient C = 19.051
q_TF/kF = 3.5556
polarizability / density of states at q/kF:
  q/kF = 0.5: 1.0000
  q/kF = 1.0: 1.0000
  q/kF = 1.8: 1.0000
  q/kF = 3.0: 1.2581
n (a0^-2), kF (1/a0), V_C at 90 degrees (Eh a0^2):
  1e-05  0.005605  90.23
  2e-05  0.007927  63.80
  4e-05  0.011210  45.11
  8e-05  0.015853  31.90
n (a0^-2), tau_C, tau_s (a.u. of time), kF*l_C, kF*l_s:
  1e-05  3776.6  80285.6  9.53  202.50
  2e-05  5340.9  56770.5  19.05  202.50
  4e-05  7553.2  40142.8  38.10  202.50
  8e-05  10681.9  28385.2  76.20  202.50
n (a0^-2), sigma_C, sigma_s, combined (e^2/h):
  1e-05  19.05  405.00  18.20
  2e-05  38.10  405.00  34.83
  4e-05  76.20  405.00  64.14
  8e-05  152.41  405.00  110.74
lowest density = 3.571e+11 cm^-2
highest density = 2.857e+12 cm^-2
sigma_C at lowest density = 0.7380 mS
sigma_C at highest density = 5.9044 mS
sigma_s = 15.690 mS
exponent d ln sigma / d ln n, from n = 1e-5 to 2e-5 a0^-2:
  screened charge: 1.000
  bare charge: 1.000
  charge, fixed q_s = 0.2 1/a0: 0.043
  short range: 0.000
  short range, screened: 0.000
  short range, parabolic band: 1.000
  weak disc, exact: 0.016
  resonant disc, exact: 0.801
resonant disc height = 0.2164 Eh
exact / Born sigma, weak disc = 1.0156
exact / Born sigma, ten times weaker = 1.0037
```
